Storage Order in Recoil Cascades: Why log₂(E₀/Ecut) Slots Suffice

**What scaling fixes**

A Monte Carlo ion-transport program follows one particle at a time. When a collision leaves two moving particles, one is followed and the other is stored. The setting discussed here is the choice between them, together with the storage it requires.

Let E₀ be the starting energy and Ecut the energy at or below which a particle is stopped. If the rules compare energies and contain no other energy scale, the largest possible number of stored particles can depend only on the ratio x = E₀/Ecut. Call it F(x). For 1 < x ≤ 2 no collision can leave two particles above Ecut, so F(x) = 0. If the less energetic branch is followed, it carries at most half the energy: each further slot costs a factor of two. An equal division pays exactly that price. Hence

F(2x) = F(x) + 1,

which makes F a staircase that follows log₂x. The proof below makes this precise.

**The rule and its conditions**

The storage is a stack: the last particle stored is the first retrieved. Let k be its number of entries, not counting the particle in flight. The conditions are:

1. E₀ > Ecut, and no particle gains energy in flight.
2. A collision of a particle of energy E gives at most two branches, with E₁ + E₂ ≤ E.
3. A branch at or below Ecut is stopped at once and never stored.
4. If both branches exceed Ecut, the more energetic is stored and the less energetic is followed.

The procedure is:

    current = ion; stack = empty
    repeat:
      move current by one flight; subtract electronic loss
      if current has left the target or has E ≤ Ecut:
        record its end
        if stack is empty: finish
        current = pop(stack); start the next repeat
      collide; record the energy of each branch ≤ Ecut
      if two branches remain:
        push(more energetic); current = less energetic
      if one branch remains: current = that branch
      if none remains:
        if stack is empty: finish
        current = pop(stack)

Each stored record holds energy, position, direction, particle type and the state of that particle's random stream.

**Proof of the bound**

Let c be the energy of the current particle and s₁, …, sₖ the stored energies, from bottom to top. At every stage

c ≤ E₀/2ᵏ, and sⱼ ≤ E₀/2ʲ⁻¹ for j = 1, …, k.

At the start k = 0 and c = E₀, so this holds. Each operation preserves it:

- Energy loss, or a collision with one surviving branch, lowers c or leaves it unchanged, at fixed k.
- At a push, let the branches be a ≤ b with a + b ≤ c. Since 2a ≤ a + b ≤ c, we have a ≤ c/2 ≤ E₀/2ᵏ⁺¹, as required of the current particle when k + 1 are stored. The new top entry obeys b ≤ c ≤ E₀/2ᵏ, which is the condition for entry j = k + 1.
- At a pop, the new current energy is sₖ ≤ E₀/2ᵏ⁻¹, and k − 1 entries remain. This is again the required condition.

Immediately after a push the followed particle still exceeds Ecut, so

Ecut < c ≤ E₀/2ᵏ, hence 2ᵏ < E₀/Ecut, hence k < log₂(E₀/Ecut).

Between pushes k cannot rise, so the bound holds throughout. Before the first push k = 0, and log₂(E₀/Ecut) is positive.

The largest integer strictly below a number y is ceil(y) − 1, where ceil rounds up to an integer. The required capacity is therefore

kmax = ceil[log₂(E₀/Ecut)] − 1.

No smaller capacity serves every cascade that meets the conditions. Divide the energy equally kmax times, without losses. Each branch then has energy E₀/2^kmax, still above Ecut, and kmax particles are stored. If E₀/Ecut is a power of two, the strict inequality removes one slot: the ratio 1024 = 2¹⁰ needs 9, not 10.

**The opposite order**

If the more energetic branch is followed, halving no longer helps. Energy conservation remains. After a push, k stored particles and the current one all exceed Ecut, while their sum cannot exceed E₀:

(k + 1)Ecut < E₀, hence k < E₀/Ecut − 1.

This limit is linear in the ratio and can be reached. Take E₀/Ecut = 1250 and let every collision split off a recoil of 1.0001 Ecut. After 1248 collisions the projectile retains

1250 − 1248 × 1.0001 = 1.8752

in units of Ecut. It has left 1248 stored recoils and cannot produce another pair above threshold. With the less energetic branch followed, the same collisions need one slot, because each recoil is finished before the projectile resumes.

A search over all cascades with integer energies up to 1000 and Ecut = 20 tested both inequalities. At energy 1000 the worst cases were 5 and 46 stored particles. The smallest moving branch there has energy 21. Five halvings need 32 × 21 = 672, which is available, while six need 64 × 21 = 1344, which is not. In the other order 47 particles of energy 21 fit into 1000, one in flight and 46 stored.

**The collision model**

The bound needs only the energy inequality. A worked cascade needs a collision law, here for equal masses M and a target atom at rest.

Let the projectile have speed v. The centre of mass moves at V = v/2, and in its frame the target atom has velocity −V before the collision. The collision turns this vector through θ. Adding V back gives the squared recoil speed

2V²(1 − cos θ) = 4V² sin²(θ/2) = v² sin²(θ/2).

The transferred energy is thus

T = E sin²(θ/2),

and the projectile keeps E − T. Let u, n₁ and n₂ be the unit directions of the incoming projectile, outgoing projectile and recoil. Momentum conservation, divided by √(2M), reads

√E u = √(E − T) n₁ + √T n₂.

Squaring gives E = E + 2√[T(E − T)] n₁·n₂, so the outgoing directions are perpendicular when both particles move. With f = T/E and a unit vector e perpendicular to u at random azimuth,

n₁ = √(1 − f) u + √f e,
n₂ = √f u − √(1 − f) e.

For the angle, use the relative motion, with reduced mass μ = M/2 and energy Ec = μv²/2 = E/2. Let p be the impact parameter and φ the polar angle. Angular momentum conservation gives r² dφ/dt = vp. Energy conservation gives

(dr/dt)² = v² g(r), with g(r) = 1 − W(r)/Ec − p²/r².

Dividing the angular speed by the radial speed gives |dφ/dr| = p/[r²√g(r)]. The inward and outward halves sweep equal angles, and an undeflected path sweeps π. Hence

θ = π − 2p ∫ dr/[r²√g(r)], from r₀ to ∞, with g(r₀) = 0.

The interaction is the ZBL universal potential, an input of the model:

W(r) = (Z²e²/r)Φ(r/a), a = 0.8854 a₀/(2Z^0.23),
Φ(y) = 0.1818 exp(−3.2y) + 0.5099 exp(−0.9423y) + 0.2802 exp(−0.4029y) + 0.02817 exp(−0.2016y).

Here e² includes the factor 1/(4πε₀), and a₀ is the Bohr radius. At 1000 eV and p = 5a for platinum, the integral and a numerically integrated trajectory both give θ = 2.048844 rad.

For atomic density N, the flight length is L = N^(−1/3). The impact disc is chosen so that each flight sweeps the volume of one atom:

π pmax² L N = 1.

Equal areas are equally likely, so the probability of an impact parameter below p is p²/pmax². Setting this equal to a uniform random number q gives p = pmax√q. A recoil starts at the end of the projectile's flight; its sideways offset, at most pmax, is neglected.

Electronic loss follows the Lindhard–Scharff law, also an input:

dE/dx = −K√E, K√E = 2√2 π N e² a₀ Z^(7/6) v/v₀,

where v₀ is the Bohr velocity. Since d√E/dx = (dE/dx)/(2√E) = −K/2, one flight gives

√E′ = √E − KL/2,

with zero in place of a negative result.

**Why the order leaves the physics unchanged**

In this model a particle's history depends on its initial state and its random numbers, not on what other particles have done to the target. Give each particle its own random stream, and draw the seed of a new recoil from the stream of the projectile that struck it. The complete cascade is then fixed by the first seed, and the setting changes only the sequence in which its parts are computed. With one shared stream, individual cascades differ between the orders, but their distribution is the same, because the numbers are independent.

This fails if the target changes during the cascade, for example if vacancies or moving atoms affect later collisions. Such a model needs ordering by time, and the logarithmic bound does not apply to it.

**Worked case: 50 keV Pt into Pt**

The ions enter a random Pt target at normal incidence. The displacement threshold, taken as Ecut, is a rough 40 eV. Thus

E₀/Ecut = 50000/40 = 1250, log₂1250 = 10.29, kmax = 11 − 1 = 10.

The density of 66.41 nm⁻³ gives L = 0.2469 nm and pmax = 0.1393 nm. With K = 3.296 eV^(1/2)/nm, KL/2 = 0.407 eV^(1/2). The first flight costs

2 × 223.6 × 0.407 − 0.407² ≈ 182 eV,

or 0.4% of the energy. At 40 eV the same formula gives 5.0 eV, or 12%. The electronic share of the whole cascade, 40.5%, therefore depends on trusting the √E law at low energy, where it is least secure: particles below 200 eV carry about 13 of the 40 points, and those below 1 keV about half. It also depends on the flight geometry. Scaling L by 0.5 or 1.4, with π pmax² L N = 1 kept, gives 34% or 47%.

The same 60 seeds were run in both orders, all other settings fixed. Pair positions, collision counts and ion depths agreed, as tested. The storage did not:

- less energetic first: mean peak 5.3, largest peak 7;
- more energetic first: mean peak 37.5, largest peak 49.

The first order stayed below its capacity of 10. The quantity c·2ᵏ/E₀ never exceeded its starting value of 1; in the other order it did.

A collision that leaves both particles moving counts as one vacancy–interstitial pair. If only the recoil moves on, the projectile takes its site and no pair is counted. The mean was 433.5 ± 2.1 pairs per ion, and the mean ion depth 6.1 ± 0.4 nm; these are standard errors over 60 ions. Halving the number of intervals in the scattering table along both axes moved the means by 0.3 pairs and −0.04 nm. The pair count is not converged in the impact-parameter cutoff. Shortening L by factors of 0.7 and 0.5, with π pmax² L N = 1 kept so that pmax grows to 0.167 and 0.197 nm, lowers it to about 391 and 377, a shift of up to 13%. The depth stays within its error.

**How far real platinum departs from the model**

The lattice constant of 0.392 nm and the threshold are typical of Pt, and 50 keV is an ordinary implantation energy. The weak points are these.

*Binary collisions.* At 40 eV the head-on closest approach is 0.185 nm, two thirds of the neighbour distance of 0.277 nm. Even at the edge of the impact disc the transfer is 15.6 eV, 39% of the energy. Several atoms would take part in such a collision, so the pair count depends on the model's geometry near threshold. At 50 keV the edge transfer is 1.3 eV, a negligible fraction.

*Heat spike.* A uniform ellipsoid with semi-axis R has mean square coordinate R²/5 along that axis, so the spread of pair positions gives a cascade volume. With the ellipsoid's axes fixed along the coordinate axes, the median lattice energy in it is about 0.9 eV per atom for these 60 ions, and about 1.1 eV for 600. Aligning the ellipsoid with each cascade gives a smaller volume and about 1.6 eV. Both values lie above the 0.52 eV of 3k_BT at 2000 K, roughly the melting point. Recombination in this hot region is left out; in real dense metals it reduces the surviving pairs by a factor of several, and in platinum perhaps by about ten. The 433 pairs are a ballistic count, not a forecast of defects after implantation or annealing.

*Crystal rows.* An ion at a small angle ψ to a row has transverse energy about E₀ψ². The row acts as a smooth wall if the ion stays farther away than about ψd, where d is the atomic spacing. Equating E₀ψ² to the row-averaged potential at distance ψd gives ψ ≈ 11° for d = 0.277 nm. Grains with a close-packed row this near the beam can channel ions deeper than the random target allows; the depth change was not computed.

*Surface.* On average 2.55 recoils per ion, with a standard error of about 0.5, escaped after starting their last flight above 40 eV. At 10¹⁵ ions/cm², or 10 nm⁻², this removes 2.55 × 10/66.41 = 0.38 nm. The count is sensitive to the flight geometry: a first flight of random length raises it to about 3.8, and scaling L by 0.7 to 1.4 moves it between about 2.3 and 4.1. It is also only the fast part of the sputtering. Most sputtered atoms are slower and are missing here: with the cutoff lowered to 5.9 eV and a surface barrier of 5.86 eV, the same kind of model gives roughly 1.2 to 1.7 nm, depending on how the first flight and the electronic loss on the exit flight are treated, and about 1.8 to 2.3 nm if the electronic loss, uncertain at these energies, is halved. The 0.38 nm should therefore not be used as the total removal. Nor is it a strict lower limit, despite the words "at least" in the printed output, because no surface barrier turns atoms back and the material added by the implanted ions is not subtracted. The printed label "emitted above E_cut" likewise refers to the energy at the start of the last flight.

**When the capacity must be enlarged**

*Moving targets.* Struck atoms can bring in energy, and so can a surface potential. Let g be the energy gained so far along the ancestry of a given particle, and G the largest value that g can reach. Adding each particle's own g to its inequality in the proof keeps it valid: a further gain raises both sides equally, the smaller branch receives at most half of the available energy, and the larger at most all of it. Since g ≤ G, a push then requires

Ecut < E₀/2ᵏ + G, hence k < log₂[E₀/(Ecut − G)], for G < Ecut.

If G ≤ Ecut/2, the logarithm grows by at most 1, and one extra slot suffices. Here that allows 20 eV. The mean thermal energy at 300 K is 0.039 eV, so about 500 average gains along one ancestry would be needed. In the spike, if half the energy per atom is kinetic, about 0.5 to 0.8 eV, some 25 to 40 would use up the 20 eV. The longest ancestry in these cascades holds about 60 collisions, and up to about 110. Room-temperature motion therefore stays inside the allowance, while spike motion can exceed it. That removes the guarantee but does not by itself force an overflow.

*Three branches.* Three equal branches from E₀ = 3.1 Ecut each exceed Ecut. Two are stored, although log₂3.1 = 1.63. If collisions give up to three branches, push the largest first, then the middle one, and follow the smallest. The bounds become

c ≤ E₀/3^(k/2), sⱼ ≤ E₀/3^((j−1)/2).

A threefold division adds two entries and leaves the followed particle at most c/3. The middle branch is at most c/2, which is below c/√3, and the largest is at most c, as the two entries require. A twofold division also complies, since 1/2 < 1/√3, and a pop again passes the top entry's bound to the current particle. Therefore

k < 2 log₃(E₀/Ecut) = 1.26 log₂(E₀/Ecut).

For the ratio 1250 this is 12.98, so 12 slots suffice.

**Choosing the setting**

For independent two-branch collisions in a static target, follow the less energetic branch and allocate kmax slots. To avoid rounding trouble near powers of two, find the smallest integer n with 2ⁿEcut ≥ E₀ by repeated doubling; then kmax = n − 1. Use the highest starting energy of the run and the lowest cutoff of any particle type.

Choose Ecut for the physics, not to save storage: halving it adds exactly one slot, here from 10 to 11. An overflow of the stack should stop the run, because it shows that a condition of the proof has been violated, by an energy gain, an extra branch or an error in the code. The numerical output follows.

Computed results

```
Ion energy E0: 50000 eV; threshold E_cut: 40 eV
Pt: Z = 78, mass 195.08 u, lattice constant 0.392 nm
Atomic density: 66.41 nm^-3
Flight length L: 0.2469 nm; disc radius pmax: 0.1393 nm
Screening length: 0.00860 nm
Electronic stopping constant K: 3.296 eV^0.5/nm
Electronic loss in first flight: 181.8 eV
E0/E_cut: 1250.0; log2(E0/E_cut): 10.2877
Largest storage allowed by the bound: 10
Equal halves, same ratio: peak stored 10
Equal halves, ratio 1024: peak stored 9
Chips of 1.0001 E_cut, larger first: peak stored 1248
Chips of 1.0001 E_cut, smaller first: peak stored 1
Integer search, E0 = 1000, E_cut = 20 (integer units):
  worst stored, smaller first 5, larger first 46
Three equal branches, ratio 3.1: stored 2, log2 = 1.632
Energy gain, ratio 1.9: stored 1, log2 = 0.926
Deflection at 1000 eV, p = 5 screening lengths:
  integral 2.048844 rad, trajectory 2.048844 rad
Pt ions followed: 60; stopped in target: 60
Peak stored, smaller first: mean 5.28, max 7
Peak stored, larger first: mean 37.47, max 49
Largest E*2^k/E0, smaller first: 1.0000
Collisions per ion: 1170
Ballistic pairs per ion: 433.5 +- 2.1
Mean ion depth: 6.08 +- 0.42 nm
Energy share, electronic: 40.5 %
Energy share, lattice: 58.7 %
Energy share, escaped: 0.9 %
Coarser table: pair shift 0.3 +- 0.3
Coarser table: depth shift -0.04 nm
Nuclear stopping at 10 keV: 3826.6 eV/nm
  shift with coarser table: 0.99 eV/nm
Head-on closest approach at E_cut: 0.1846 nm
Nearest-neighbour distance: 0.2772 nm
Transfer at disc edge: 15.56 eV at E_cut, 1.29 eV at E0
Lattice energy per atom in cascade volume: 0.945 eV
3kT at 2000 K (rough melting point): 0.517 eV
Target thermal energy 1.5kT at 300 K: 0.0388 eV
Estimated channelling angle at E0: 10.8 degrees
Recoils emitted above E_cut per ion: 2.55
Surface recession at 1e+15 cm^-2, at least: 0.38 nm
```
